\section*{Hartree-Fock at Finite Temperature from the Factorized Two-Particle Green's Function}

\section{Definitions and conventions}

Let $c_p,c_p^\dagger$ be fermion operators for a finite orthonormal set of $M$ spin-orbitals, with $\{c_p,c_q^\dagger\}=\delta_{pq}$ and $\{c_p,c_q\}=0$. Units are such that $\hbar=k_B=1$, and $\beta=1/T$. The grand-canonical Hamiltonian is
\begin{equation}
K=\sum_{pq}(h_{pq}-\mu\delta_{pq})c_p^\dagger c_q+V,\qquad
V=\tfrac12\sum_{pqrs}v_{pqrs}\,c_p^\dagger c_q^\dagger c_s c_r ,
\label{eq:K}
\end{equation}
where $h$ is Hermitian and $v_{pqrs}=\langle pq|v|rs\rangle$ satisfies
\begin{equation}
v_{pqrs}=v_{qpsr},\qquad v_{pqrs}^*=v_{rspq}.
\label{eq:sym}
\end{equation}
The first property expresses the identity of the particles, the second the Hermiticity of $V$.

Averages are $\langle X\rangle=\mathrm{Tr}(e^{-\beta K}X)/\mathrm{Tr}\,e^{-\beta K}$. Every operator evolves in imaginary time as $X(\tau)=e^{K\tau}Xe^{-K\tau}$; in particular $c_p^\dagger(\tau)$ means $e^{K\tau}c_p^\dagger e^{-K\tau}$, which is not the adjoint of $c_p(\tau)$. The symbol $\mathcal T$ places later times to the left, with a factor $-1$ for each interchange of two fermion operators. A number such as $1$ stands for an orbital and a time. Define
\begin{align}
G(1,1')&=-\langle\mathcal T c(1)c^\dagger(1')\rangle,\\
G_2(1,2;1',2')&=\langle\mathcal T c(1)c(2)c^\dagger(2')c^\dagger(1')\rangle .
\end{align}
With $\tau^+$ infinitesimally later than $\tau$, the equal-time value of $G$ is the one-particle density matrix:
\begin{equation}
G_{sq}(\tau,\tau^+)=+\langle c_q^\dagger c_s\rangle\equiv\gamma_{sq}.
\label{eq:gamma}
\end{equation}
The sign is positive because the interchange made by $\mathcal T$ cancels the minus sign in $G$.

In equilibrium $G$ depends on $\tau-\tau'$ alone, and we write $G(\tau)$ for $G(\tau,0)$. For $0<\tau<\beta$, with $Z=\mathrm{Tr}\,e^{-\beta K}$, cyclicity of the trace gives
\begin{align}
G_{pp'}(\tau-\beta)&=Z^{-1}\mathrm{Tr}\big[e^{-\beta K}c_{p'}^\dagger e^{-\beta K}c_p(\tau)e^{\beta K}\big]\nonumber\\
&=Z^{-1}\mathrm{Tr}\big[e^{-\beta K}c_p(\tau)c_{p'}^\dagger\big]=-G_{pp'}(\tau).
\label{eq:anti}
\end{align}
This antiperiodicity is the boundary condition through which temperature enters.

\section{The exact first equation of motion}

\paragraph{Lemma 1.} The exact functions satisfy
\begin{multline}
-\partial_\tau G_{pp'}(\tau,\tau')-\sum_q(h-\mu)_{pq}G_{qp'}(\tau,\tau')\\
=\delta_{pp'}\delta(\tau-\tau')+\sum_{qrs}v_{pqrs}\,G_2(r\tau,s\tau;p'\tau',q\tau^+).
\label{eq:first}
\end{multline}

\paragraph{Proof.} The evolution law gives $\partial_\tau c_p=[K,c_p]=-[c_p,K]$. The anticommutators give
\begin{equation}
[c_p,c_a^\dagger c_b]=\delta_{pa}c_b,\qquad
[c_p,c_a^\dagger c_b^\dagger]=\delta_{pa}c_b^\dagger-\delta_{pb}c_a^\dagger .
\end{equation}
Since $c_p$ commutes with the pair $c_sc_r$,
\begin{equation}
[c_p,V]=\tfrac12\sum_{qrs}v_{pqrs}c_q^\dagger c_sc_r-\tfrac12\sum_{qrs}v_{qprs}c_q^\dagger c_sc_r .
\end{equation}
In the second sum use $v_{qprs}=v_{pqsr}$, exchange the names $r$ and $s$, and then use $c_rc_s=-c_sc_r$. It becomes equal to the first sum, so the factor $\frac12$ disappears:
\begin{equation}
\partial_\tau c_p=-\sum_q(h-\mu)_{pq}c_q-\sum_{qrs}v_{pqrs}c_q^\dagger c_sc_r .
\label{eq:heis}
\end{equation}
Next write the time ordering with step functions,
\begin{equation}
G_{pp'}=-\theta(\tau-\tau')\langle c_p(\tau)c_{p'}^\dagger(\tau')\rangle+\theta(\tau'-\tau)\langle c_{p'}^\dagger(\tau')c_p(\tau)\rangle .
\end{equation}
The derivatives of the step functions combine into an equal-time anticommutator, so
\begin{equation}
-\partial_\tau G_{pp'}=\delta_{pp'}\delta(\tau-\tau')+\langle\mathcal T(\partial_\tau c_p)(\tau)c_{p'}^\dagger(\tau')\rangle .
\end{equation}
Insert (\ref{eq:heis}). The one-body part is $-\sum_q(h-\mu)_{pq}\langle\mathcal Tc_qc_{p'}^\dagger\rangle=+\sum_q(h-\mu)_{pq}G_{qp'}$. In the interaction part, giving $c_q^\dagger$ the time $\tau^+$ keeps it to the left of $c_sc_r$. Under $\mathcal T$ it may then be written to their right after two interchanges, and one more interchange turns $c_sc_r$ into $c_rc_s$:
\begin{equation}
-\langle\mathcal Tc_q^\dagger c_sc_rc_{p'}^\dagger\rangle
=+\langle\mathcal Tc_rc_sc_q^\dagger c_{p'}^\dagger\rangle
=G_2(r\tau,s\tau;p'\tau',q\tau^+).
\end{equation}
This proves (\ref{eq:first}). $\square$

The equation for $G$ contains $G_2$, whose own equation contains a three-particle function. An approximation for $G_2$ in terms of $G$ stops this hierarchy at its first member.

\section{Where the factorization holds}

\paragraph{Lemma 2.} If $K$ is replaced by a quadratic operator $K_A=\sum_{pq}A_{pq}c_p^\dagger c_q$ with $A$ Hermitian, then
\begin{equation}
G_2(1,2;1',2')=G(1,1')G(2,2')-G(1,2')G(2,1').
\label{eq:fact}
\end{equation}

\paragraph{Proof.} Now $\partial_\tau c=-Ac$. Differentiate $G_2$ with respect to $\tau_1$. Delta functions arise where $c(1)$ crosses a creation operator; crossing $c(2)$ gives none, since their equal-time anticommutator vanishes. Moving $c^\dagger(1')$ next to $c(1)$ takes two interchanges, and moving $c^\dagger(2')$ there takes one. With $\langle\mathcal Tcc^\dagger\rangle=-G$ this gives
\begin{equation}
(-\partial_{\tau_1}-A)G_2=\delta(1,1')G(2,2')-\delta(1,2')G(2,1'),
\end{equation}
where $A$ acts on the orbital index of $1$. The right side of (\ref{eq:fact}) obeys the same equation, because $(-\partial_{\tau_1}-A)G(1,1')=\delta(1,1')$. The difference $D$ of the two sides therefore satisfies $D(\tau_1)=e^{-A\tau_1}D(0)$ on $[0,\beta]$. Both sides are antiperiodic in $\tau_1$: by cyclicity an operator at the far left at time $\beta$ moves to the far right at time $0$, and restoring its written place past three fermion operators gives $-1$. Hence $(1+e^{-\beta A})D(0)=0$. The matrix in brackets is positive definite, so $D=0$. Equal times follow as limits taken in the stated order. $\square$

For an interacting $K$, (\ref{eq:fact}) is an approximation. Its second term makes the product change sign under $1\leftrightarrow2$, as $G_2$ must. Products of anomalous averages $\langle cc\rangle\langle c^\dagger c^\dagger\rangle$ are absent, so superconducting mean fields are outside the treatment.

\section{The closure theorem}

For a Hermitian matrix $\gamma$ define
\begin{equation}
F[\gamma]=h+\Sigma[\gamma],\qquad
\Sigma_{pr}[\gamma]=\sum_{qs}(v_{pqrs}-v_{pqsr})\gamma_{sq}.
\label{eq:F}
\end{equation}
By (\ref{eq:sym}), $\Sigma_{pr}^*=\sum_{qs}(v_{rspq}-v_{rsqp})\gamma_{qs}=\Sigma_{rp}$, so $F$ is Hermitian. Let $f(x)=1/(e^{\beta x}+1)$.

\paragraph{Theorem.} Let $G(\tau-\tau')$ be translation invariant and antiperiodic, with a Hermitian equal-time value $\gamma=G(0^-)$. Then $G$ satisfies (\ref{eq:first}) with $G_2$ replaced by (\ref{eq:fact}) if and only if
\begin{equation}
\gamma=f(F[\gamma]-\mu)
\label{eq:HF}
\end{equation}
and, for $0<\tau<\beta$,
\begin{equation}
G(\tau)=-e^{-(F-\mu)\tau}\,[1-f(F-\mu)].
\label{eq:Gtau}
\end{equation}
In terms of orbitals, (\ref{eq:HF}) is the set of finite-temperature Hartree-Fock equations
\begin{equation}
F[\gamma]\phi_i=\varepsilon_i\phi_i,\qquad
\gamma=\sum_if(\varepsilon_i-\mu)\,\phi_i\phi_i^\dagger .
\end{equation}

\paragraph{Proof.} Insert (\ref{eq:fact}) into the interaction term of (\ref{eq:first}) and use (\ref{eq:gamma}):
\begin{align}
&\sum_{qrs}v_{pqrs}\big[G_{rp'}(\tau,\tau')\gamma_{sq}-\gamma_{rq}G_{sp'}(\tau,\tau')\big]\nonumber\\
&\quad=\sum_{qrs}(v_{pqrs}-v_{pqsr})\gamma_{sq}G_{rp'}(\tau,\tau')
=\sum_r\Sigma_{pr}[\gamma]G_{rp'}(\tau,\tau').
\end{align}
The names $r$ and $s$ were exchanged in the second term. Translation invariance makes $\gamma$, and hence $\Sigma$, independent of time. Moving this term to the left gives a closed equation,
\begin{equation}
[-\partial_\tau-\xi]\,G(\tau)=\delta(\tau)\,1,\qquad \xi=F[\gamma]-\mu .
\label{eq:closed}
\end{equation}
Away from $\tau=0$ it reads $\partial_\tau G=-\xi G$, so $G(\tau)=e^{-\xi\tau}G(0^+)$ for $0<\tau<\beta$. Integration across $\tau=0$ gives $G(0^+)-G(0^-)=-1$. Antiperiodicity gives $G(0^-)=-G(\beta^-)=-e^{-\beta\xi}G(0^+)$. Together,
\begin{equation}
(1+e^{-\beta\xi})G(0^+)=-1,\qquad G(0^+)=-[1-f(\xi)],
\end{equation}
which is (\ref{eq:Gtau}). Then $\gamma=G(0^-)=1+G(0^+)=f(\xi)$, which is (\ref{eq:HF}).

Conversely, let $\gamma$ solve (\ref{eq:HF}), define $G$ by (\ref{eq:Gtau}) and extend it antiperiodically. It has the jump $-1$ and obeys (\ref{eq:closed}). Its equal-time value is $f(\xi)=\gamma$, so the $\Sigma$ in that equation is the one generated by $G$ itself. Reading the contraction backwards restores the factorized form of (\ref{eq:first}). $\square$

\paragraph{Frequency form.} With $\omega_n=(2n+1)\pi/\beta$ we have $e^{i\omega_n\beta}=-1$, and
\begin{align}
G(i\omega_n)&=\int_0^\beta d\tau\,e^{i\omega_n\tau}G(\tau)
=-\frac{e^{(i\omega_n-\xi)\beta}-1}{i\omega_n-\xi}\,[1-f(\xi)]\nonumber\\
&=\frac{(1+e^{-\beta\xi})[1-f(\xi)]}{i\omega_n-\xi}=(i\omega_n+\mu-F)^{-1}.
\end{align}
The fractions are unambiguous because all the matrices are functions of $\xi$.

\paragraph{Meaning of the two terms.} When $v_{pqrs}$ are the plain, not antisymmetrized, matrix elements of a potential $v(\mathbf r_1,\mathbf r_2)$, the part of $\Sigma$ with $v_{pqrs}$ is the mean field of the average density and the part with $v_{pqsr}$ is exchange. Only their sum is fixed by the operator $V$: the array $\frac12(v_{pqrs}-v_{pqsr})$ also obeys (\ref{eq:sym}) and gives the same $V$ and the same $\Sigma$, but makes each part one half of $\Sigma$. An orbital does not act on itself: its contribution $f_i\phi_i\phi_i^\dagger$ to $\gamma$, applied to $\phi_i$, gives $f_i\sum_{qrs}(v_{pqrs}-v_{pqsr})\phi_{i,s}\phi_{i,q}^*\phi_{i,r}=0$, since the bracket is odd and the product even under $r\leftrightarrow s$. If no $\varepsilon_i$ approaches $\mu$ as $T\to0$, the occupations tend to 0 or 1 and the equations become those of ground-state Hartree-Fock.

\paragraph{Existence and uniqueness.} The map $\gamma\mapsto f(F[\gamma]-\mu)$ is continuous and sends the compact convex set of Hermitian matrices with eigenvalues in $[0,1]$ into itself. By Brouwer's fixed-point theorem a solution exists. This argument does not establish uniqueness.

\section{Agreement with the variational definition}

Thermal Hartree-Fock can also be defined by a variation over Gaussian density matrices $\rho_A=e^{-\beta K_A}/\mathrm{Tr}\,e^{-\beta K_A}$ of
\begin{equation}
\Omega[\rho]=\mathrm{Tr}\,\rho K+T\,\mathrm{Tr}\,\rho\ln\rho .
\end{equation}

\paragraph{Proposition.} $\Omega[\rho_A]$ is stationary if and only if $A=F[\gamma]-\mu$ with $\gamma=f(A)$. At such a point
\begin{equation}
\Omega_{\rm HF}=-T\sum_i\ln\!\big(1+e^{-\beta(\varepsilon_i-\mu)}\big)-\tfrac12\mathrm{Tr}\,\Sigma\gamma\;\ge\;\Omega_{\rm exact}.
\label{eq:Omega}
\end{equation}

\paragraph{Proof.} Lemma 2 at equal times gives $\langle c_p^\dagger c_q^\dagger c_sc_r\rangle=\gamma_{rp}\gamma_{sq}-\gamma_{rq}\gamma_{sp}$, so $\langle V\rangle=\frac12\mathrm{Tr}\,\Sigma[\gamma]\gamma$. Since $\ln\rho_A=-\beta(K_A-\Omega_A)$ with $\Omega_A=-T\,\mathrm{Tr}\ln(1+e^{-\beta A})$,
\begin{equation}
\Omega[\rho_A]=\mathrm{Tr}(h-\mu)\gamma+\tfrac12\mathrm{Tr}\,\Sigma[\gamma]\gamma-\mathrm{Tr}A\gamma+\Omega_A .
\end{equation}
Differentiation gives $\delta\Omega_A=\mathrm{Tr}f(A)\delta A=\mathrm{Tr}\gamma\,\delta A$, which cancels the variation of $A$ in $-\mathrm{Tr}A\gamma$. By $v_{pqrs}=v_{qpsr}$ the form $\mathrm{Tr}\,\Sigma[\gamma]\gamma'$ is symmetric in $\gamma,\gamma'$, so the quadratic term varies by $\mathrm{Tr}\,\Sigma\,\delta\gamma$. Therefore
\begin{equation}
\delta\Omega=\mathrm{Tr}\,[(F-\mu-A)\,\delta\gamma].
\end{equation}
The relation $\gamma=f(A)$ has the smooth inverse $A=T\ln(\gamma^{-1}-1)$, so $\delta\gamma$ is an arbitrary Hermitian matrix, and the bracket must vanish. Substituting $A=h+\Sigma-\mu$ in $\Omega[\rho_A]$ leaves $\Omega_A-\frac12\mathrm{Tr}\,\Sigma\gamma$. The subtraction is needed because the sum over levels counts each pair interaction twice.

For the bound, let $\sigma=e^{-\beta K}/Z$, so that $K=\Omega_{\rm exact}-T\ln\sigma$. With eigenvalues $\rho_i,\sigma_j$ and eigenvectors $|i\rangle,|j\rangle$ of $\rho$ and $\sigma$,
\begin{equation}
\frac{\Omega[\rho]-\Omega_{\rm exact}}{T}=\sum_{ij}|\langle i|j\rangle|^2\rho_i\ln\frac{\rho_i}{\sigma_j}
\ge\sum_{ij}|\langle i|j\rangle|^2(\rho_i-\sigma_j)=0,
\end{equation}
because $x\ln(x/y)\ge x-y$ for positive $x,y$, and both traces are 1. $\square$

\section{What the closure discards}

Replace $v$ by $\lambda v$ at fixed $T$ and $\mu$. The interaction term in (\ref{eq:first}) already carries a factor $\lambda$, so $G$ to first order requires $G_2$ at $\lambda=0$, where Lemma 2 makes the factorization exact. The Hartree-Fock equation has the same first-order term, with $\gamma$ replaced by its noninteracting value. On the solution that tends to the noninteracting one, the errors of $G$ and $\gamma$ are therefore $O(\lambda^2)$. In the model below, the largest error of an element of $\gamma$ relative to exact diagonalization is $2.99\times10^{-6}$ at $\lambda=0.01$ and $7.49\times10^{-7}$ at $\lambda=0.005$. Their ratio, 3.99, agrees with the quadratic law.

At finite coupling the discarded quantity is the connected part of $G_2$. It enters the equation for $G$ only through its contraction with $v$ in (\ref{eq:first}), so one-particle and two-particle quantities need not be equally affected; the example below shows such a difference.

\section{Two sites with spin}

Take sites $A,B$ with energies $e_A=0$, $e_B=1$, hopping matrix element $-t$, on-site repulsion $U=1.5$ and intersite repulsion $V_{AB}=0.5$. Energies are in units of $t$, with $\mu=1$ and $T=0.5$. The interaction is of density type, $v_{pqpq}=w_{pq}$, and (\ref{eq:F}) reduces to
\begin{equation}
\Sigma_{pr}=\delta_{pr}\sum_qw_{pq}\gamma_{qq}-w_{pr}\gamma_{pr}.
\end{equation}
Consider the spin-symmetric solution, with $n_A,n_B$ the occupations per spin. An electron on $A$ meets one opposite-spin orbital on $A$ and two orbitals on $B$, so
\begin{align}
F_{AA}&=e_A+Un_A+2V_{AB}n_B,\nonumber\\
F_{BB}&=e_B+Un_B+2V_{AB}n_A,\qquad F_{AB}=-t-V_{AB}\gamma_{AB}.
\end{align}
Iteration converges to $n_A=0.5513$, $n_B=0.2829$, $\gamma_{AB}=0.3668$. These values give
\begin{align}
F_{AA}&=1.5(0.5513)+0.2829=1.110,\nonumber\\
F_{BB}&=1+1.5(0.2829)+0.5513=1.976,\nonumber\\
F_{AB}&=-1-0.5(0.3668)=-1.183 .
\end{align}
Here, with $V_{AB}>0$ and $\gamma_{AB}>0$, the exchange term $-V_{AB}\gamma_{AB}$ strengthens the effective hopping. The levels are
\begin{equation}
\varepsilon_\pm=1.543\pm\sqrt{0.433^2+1.183^2}=1.543\pm1.260,
\end{equation}
that is, 0.283 and 2.803, with occupations $f_-=0.8077$ and $f_+=0.0265$. The weight of site $A$ in the lower level is $\frac12(1+0.433/1.260)=0.672$, so
\begin{equation}
n_A=0.672(0.8077)+0.328(0.0265)=0.551,
\end{equation}
which returns the input and shows the self-consistency.

Equation (\ref{eq:Omega}) gives $\Omega_{\rm HF}=-1.675-0.753=-2.428$. Exact diagonalization gives $-2.494$, lower by 0.066 as the bound permits. Minimizing $\Omega[\rho_A]$ over real symmetric $A$ from three random starts that break the spin symmetry leads back to the same density matrix. This supports the solution found but does not prove that it is the global minimum.

The exact occupation of $A$ is 0.537 per spin, so the Hartree-Fock value is 2.6\% too high relative to it. The pair correlation fares worse. The factorization gives the double occupancy $\langle n_{A\uparrow}n_{A\downarrow}\rangle=n_A^2=0.304$, against the exact 0.226, an excess of 34\% relative to the exact value. With exact occupations the connected part is $0.2262-0.5374^2=-0.0626$: the electrons avoid each other on the site more than independent occupation allows. In a Gaussian state Lemma 2 gives $\langle n_{A\uparrow}n_{A\downarrow}\rangle=\gamma_{\uparrow\uparrow}\gamma_{\downarrow\downarrow}-|\gamma_{\uparrow\downarrow}|^2$ for the elements of $\gamma$ on site $A$. The spin-symmetric solution has $\gamma_{\uparrow\uparrow}=\gamma_{\downarrow\downarrow}$ and $\gamma_{\uparrow\downarrow}=0$, so it cannot describe this avoidance; a Gaussian state brings the double occupancy below the square of the spin-averaged occupation only by breaking the spin symmetry.

The numerical check checks the lemmas, the closed equation, the formula for $\delta\Omega$ and the stationarity at the Hartree-Fock point by explicit Fock-space traces in a general complex four-orbital model; the value of $\Omega_{\rm HF}$ and the bound in (\ref{eq:Omega}) are checked in the two-site model.

\section*{Computed results}
\begin{verbatim}
GENERAL COMPLEX MODEL (dimensionless)
first-equation residual, exact state: 3.1e-09
first-equation residual, HF state: 2.8e-09
first-equation residual, bare Gaussian state: 0.260
largest factorization error, exact state: 0.0112
largest slope of Omega at HF: 2.1e-08
largest slope of Omega at bare h: 0.370
TWO-SITE MODEL (energies in t, occupations per spin)
hopping t = 1.0 t
site energies e_A, e_B = 0.0, 1.0 t
on-site U = 1.5 t, intersite V = 0.5 t
mu = 1.0 t, T = 0.5 t, beta = 2.0 1/t
start (bare h): n_A = 0.758454, n_B = 0.428836, gamma_AB = 0.329618
damped HF iterations (mixing one half): 46
HF n_A = 0.551251, n_B = 0.282870, gamma_AB = 0.366832
F_AA = 1.109747 t
F_BB = 1.975556 t
F_AB = -1.183416 t
HF levels = 0.282540, 2.802763 t
HF level occupations = 0.807667, 0.026454
HF total particle number = 1.668242
Omega, independent-level part = -1.675336 t
Omega, double-counting part = -0.753139 t
Omega HF = -2.428475 t
Omega exact = -2.494172 t
Omega HF - exact = 0.065697 t
exact n_A = 0.537402, n_B = 0.289169, gamma_AB = 0.344351
exact total particle number = 1.653142
double occupancy of A, HF = 0.303878
double occupancy of A, exact = 0.226244
exact connected part on A = -0.062557
G_AA(beta/2), HF = -0.317443
G_AA(beta/2), exact = -0.302108
density deviation, minimization vs HF: 5.5e-09
density error at 0.01 of the interaction: 2.987e-06
density error at 0.005 of the interaction: 7.489e-07
error ratio on halving the interaction: 3.989
\end{verbatim}
